# Spin-polarized exchange from an unpolarized GGA or meta-GGA routine: a numerical check

```python
"""Spin scaling of exchange in SI: e_x = 1/2 sum_s e0(2 n_s, 4 sigma_ss, 2 tau_s).
Tests: exact exchange (spin-orbital sum), polarized uniform gas (quadrature),
native per-spin B88, polarized libxc PBE/MS0, second derivatives, potential
matrix and local potential (finite differences). Example: triplet C2H4, H atom."""
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.special import spherical_jn
from pyscf import gto, scf, dft, lib
from pyscf.dft import libxc, numint

lib.num_threads(1)
scf.hf.MUTE_CHKFILE = True
ke = sc.e**2 / (4 * np.pi * sc.epsilon_0)
h2m = sc.hbar**2 / sc.m_e
a0 = h2m / ke
Eh = ke / a0
U = np.array([a0**-3, a0**-8, h2m * a0**-5])  # scales of n, sigma, tau
EU = ke / a0**4                               # scale of energy per volume
print(f"ke = {ke:.6e} J m, hbar^2/m = {h2m:.6e} J m^2")
print(f"a0 = {a0:.6e} m, ke/a0 = {Eh:.6e} J")

# ---- unpolarized routines, SI in and out
x, y, z = sp.symbols("x y z", positive=True)
R = sp.Rational
k2 = (3 * sp.pi**2) ** R(2, 3)
p_ = y / (4 * k2 * x ** R(8, 3))
al_ = (z - y / (8 * x)) / (R(3, 10) * k2 * x ** R(5, 3))
KAP, MU, KMS, CMS, BETA = 0.804, 0.2195149727645171, 0.29, 0.28771, 0.0042
F_pbe = 1 + KAP - KAP / (1 + MU * p_ / KAP)
Fc = lambda c: 1 + KMS - KMS**2 / (KMS + R(10, 81) * p_ + c)
F_ms0 = Fc(0) + (1 - al_**2) ** 3 / (1 + al_**3 + al_**6) * (Fc(CMS) - Fc(0))
p_alpha = sp.lambdify((x, y, z), [p_, al_], "numpy")
print(f"PBE kappa = {KAP}, mu = {MU:.7f}; MS0 kappa = {KMS}, c = {CMS}; B88 beta = {BETA}")

def make_routine(F):
    e = -R(3, 4) * (3 / sp.pi) ** R(1, 3) * x ** R(4, 3) * F
    v = (x, y, z)
    d1 = [sp.diff(e, a) for a in v]
    d2 = [sp.diff(d, b) for d in d1 for b in v]
    fun = sp.lambdify(v, [e] + d1 + d2, "numpy", cse=True)
    def routine(n, sig, tau):
        out = np.array([o + 0 * n / U[0] for o in fun(n / U[0], sig / U[1], tau / U[2])])
        return (EU * out[0], EU * out[1:4] / U[:, None],
                EU * out[4:].reshape(3, 3, -1) / np.outer(U, U)[:, :, None])
    return routine

pbe0, ms00 = make_routine(F_pbe), make_routine(F_ms0)

def b88_unpol(n, sig, tau):  # library unpolarized B88 as a black box (energy only)
    rho = np.array([n / U[0], np.sqrt(sig / U[1]), 0 * n, 0 * n])
    e = libxc.eval_xc("GGA_X_B88", rho, spin=0, deriv=1)[0] * n * Eh
    return e, np.zeros((3, n.size)), np.zeros((3, 3, n.size))

def channel(routine, n, sig, tau, c=(2.0, 4.0, 2.0)):
    """The algorithm: one spin channel from the unpolarized routine."""
    c = np.array(c)
    e, d1, d2 = np.zeros(n.size), np.zeros((3, n.size)), np.zeros((3, 3, n.size))
    m = 2 * n / U[0] > 1e-12
    e0, f1, f2 = routine(c[0] * n[m], c[1] * sig[m], c[2] * tau[m])
    e[m] = 0.5 * e0
    d1[:, m] = 0.5 * c[:, None] * f1
    d2[:, :, m] = 0.5 * np.outer(c, c)[:, :, None] * f2
    return e, d1, d2

def inv(f):  # (n, grad n, tau) -> (n, sigma, tau)
    return f[0], (f[1] ** 2).sum(0), f[2]

def lib_pol(name, fa, fb):
    """Library polarized routine in SI: e, d1[spin, variable], de/dsigma_ud."""
    meta = name.startswith("MGGA")
    rows = []
    for n, g, t in (fa, fb):
        r = [n / U[0], *(g * a0**4)] + ([0 * n, t / U[2]] if meta else [])
        rows.append(np.array(r))
    exc, v = libxc.eval_xc(name, np.array(rows), spin=1, deriv=1)[:2]
    vt = v[3] if meta else np.zeros_like(v[0])
    d1 = np.array([[v[0][:, s], v[1][:, 2 * s], vt[:, s]] for s in (0, 1)])
    return exc * (fa[0] + fb[0]) * Eh, EU * d1 / U[None, :, None], v[1][:, 1]

def panels(b, npan, nq=20):
    t, w = np.polynomial.legendre.leggauss(nq)
    h = b / npan
    return (np.arange(npan)[:, None] * h + h * (t + 1) / 2).ravel(), np.tile(w * h / 2, npan)

# ---- polarized uniform gas from the density matrix 3 n j1(kr)/(kr)
X = 400.0
t, wt = panels(X, 200)
Ij = (wt * spherical_jn(1, t) ** 2 / t).sum() + 1 / (4 * X**2)  # plus averaged tail
ns = np.array([3e29, 1e29])
kF = (6 * np.pi**2 * ns) ** (1 / 3)
e_def = (-0.5 * ke * 9 * ns**2 * 4 * np.pi / kF**2 * Ij).sum()
tau_gas = 0.5 * h2m * kF**5 / (10 * np.pi**2)  # singly filled Fermi sphere
for rt in (pbe0, ms00):
    assert abs(channel(rt, ns, 0 * ns, tau_gas)[0].sum() / e_def - 1) < 1e-6
print(f"gas: n_up = {ns[0]:.1e}, n_dn = {ns[1]:.1e} m^-3, int j1^2/x dx = {Ij:.7f}")
print(f"gas e_x: definition {e_def:.6e}, scaled "
      f"{channel(ms00, ns, 0 * ns, tau_gas)[0].sum():.6e} J/m^3")

# ---- triplet C2H4
rcc, rch, hch, hgt = 134e-12, 109e-12, 117.0, 80e-12
sy, sz = rch * np.sin(np.radians(hch / 2)), rcc / 2 + rch * np.cos(np.radians(hch / 2))
atoms = [("C", (0, 0, s * rcc / 2 / a0)) for s in (1, -1)]
atoms += [("H", (0, a * sy / a0, b * sz / a0)) for a in (1, -1) for b in (1, -1)]
mol = gto.M(atom=atoms, unit="Bohr", basis="6-31g", spin=2, verbose=0)
mf = dft.UKS(mol)
mf.xc, mf.chkfile, mf.conv_tol = "PBE", None, 1e-10
mf.grids.level = 2
mf.kernel()
assert mf.converged
C = [np.asarray(mf.mo_coeff[s])[:, mf.mo_occ[s] > 0.5] for s in (0, 1)]
D = [c @ c.T for c in C]
def ao_si(coords):
    ao = numint.eval_ao(mol, coords, deriv=1)
    return ao[0] * a0**-1.5, ao[1:4] * a0**-2.5
def fields(ao, c):  # n, grad n, tau from the orbitals
    psi, dpsi = ao[0] @ c, ao[1] @ c
    return (psi**2).sum(1), 2 * (psi * dpsi).sum(2), 0.5 * h2m * (dpsi**2).sum((0, 2))
ao, w = ao_si(mf.grids.coords), mf.grids.weights * a0**3
f = [fields(ao, c) for c in C]
print(f"C2H4 triplet: CC {rcc:.2e} m, CH {rch:.2e} m, HCH {hch} deg, 6-31G")
print(f"basis functions {mol.nao}, grid points {w.size}")
T = mol.intor("int1e_kin") * Eh
for s, lab in enumerate(("up", "dn")):
    assert abs(w @ f[s][2] / np.sum(D[s] * T) - 1) < 1e-3  # grid error only
    print(f"N_{lab} = {w @ f[s][0]:.4f}, int tau_{lab} = {w @ f[s][2]:.5e} J")

# exact exchange: spin-orbital sum versus closed shells with 2 D_s
Call = np.hstack(C)
spin = np.array([0] * C[0].shape[1] + [1] * C[1].shape[1])
half = np.einsum("pqrs,pi,qj->ijrs", mol.intor("int2e"), Call, Call, optimize=True)
Kij = np.einsum("ijrs,rj,si->ij", half, Call, Call, optimize=True)
ex_def = -0.5 * Eh * (Kij * (spin[:, None] == spin[None, :])).sum()
ex_cs = [-0.25 * Eh * np.sum(2 * d * scf.hf.get_jk(mol, 2 * d)[1]) for d in D]
assert abs(0.5 * sum(ex_cs) / ex_def - 1) < 1e-9
print(f"exact Ex = {ex_def:.6e} J")
print(f"exact Ex0[2n_up] = {ex_cs[0]:.6e} J, Ex0[2n_dn] = {ex_cs[1]:.6e} J")

# B88 in its native per-spin form
ok = (f[0][0] / U[0] > 1e-8) & (f[1][0] / U[0] > 1e-8)
fo = [(n[ok], g[:, ok], tt[ok]) for n, g, tt in f]
e_nat, e_wrap = 0, 0
for q in fo:
    n, sg, tt = inv(q)
    xs = np.sqrt(sg) / n ** (4 / 3)
    e_nat = e_nat - ke * n ** (4 / 3) * (1.5 * (3 / (4 * np.pi)) ** (1 / 3)
            + BETA * xs**2 / (1 + 6 * BETA * xs * np.arcsinh(xs)))
    e_wrap = e_wrap + channel(b88_unpol, n, sg, tt)[0]
assert np.max(np.abs(e_wrap / e_nat - 1)) < 1e-9
print(f"B88 Ex: native {w[ok] @ e_nat:.6e} J, scaled {w[ok] @ e_wrap:.6e} J")

pt = ao_si(np.array([[hgt / a0, 0.0, rcc / 2 / a0]]))
fp = [fields(pt, c) for c in C]
print(f"point: {hgt:.1e} m above a carbon, normal to the plane")
for s, lab in enumerate(("up", "dn")):
    n, sg, tt = (a[0] for a in inv(fp[s]))
    pp, aa = p_alpha(2 * n / U[0], 4 * sg / U[1], 2 * tt / U[2])
    print(f" {lab}: n {n:.5e} m^-3, sigma {sg:.5e} m^-8, tau {tt:.5e} J/m^3")
    print(f" {lab}: doubled arguments give p = {pp:.5f}, alpha = {aa:.5f}")

rng = np.random.default_rng(1)
for lab, rt, name in (("PBE", pbe0, "GGA_X_PBE"), ("MS0", ms00, "MGGA_X_MS0")):
    # energy density and first derivatives versus the polarized library routine
    e_l, d_l, v_ud = lib_pol(name, *fo)
    ch = [channel(rt, *inv(q)) for q in fo]
    assert np.max(np.abs((ch[0][0] + ch[1][0]) / e_l - 1)) < 1e-9
    assert np.max(np.abs(v_ud)) < 1e-14
    for s in (0, 1):
        n, sg, tt = inv(fo[s])
        scale = np.abs(ch[s][0]) / np.array([n, sg + n ** (8 / 3), tt])
        assert np.max(np.abs(ch[s][1] - d_l[s]) / scale) < 1e-8
    # second derivatives at the point: finite differences of library first derivatives
    h = 1e-4
    for s in (0, 1):
        e, d1, d2 = channel(rt, *inv(fp[s]))
        var = np.array([a[0] for a in inv(fp[s])])
        for k in range(3):
            res = []
            for u in (1 + h, 1 - h):
                n, g, tt = fp[s]
                q = list(fp)
                q[s] = (n * (u if k == 0 else 1), g * (np.sqrt(u) if k == 1 else 1),
                        tt * (u if k == 2 else 1))
                res.append(lib_pol(name, *q)[1][:, :, 0])
            fd = (res[0] - res[1]) / (2 * h * var[k])
            sca = abs(e[0]) / (var * var[k])
            assert np.max(np.abs(fd[s] - d2[:, k, 0]) / sca) < 1e-6
            assert np.max(np.abs(fd[1 - s]) / sca) < 1e-8  # no mixed-spin terms
        sl = ("up", "dn")[s]
        if s == 0:
            e0, f1, _ = rt(*(c * a for c, a in zip((2, 4, 2), inv(fp[0]))))
            print(f"{lab} unpol at doubled up: e0 {e0[0]:.5e} J/m^3, e0_n {f1[0, 0]:.5e} J")
            print(f"{lab} unpol: e0_sigma {f1[1, 0]:.5e} J m^5, e0_tau {f1[2, 0]:.5f}")
        print(f"{lab} {sl}: e {e[0]:.5e} J/m^3, de/dn {d1[0, 0]:.5e} J")
        print(f"{lab} {sl}: de/dsigma {d1[1, 0]:.5e} J m^5, de/dtau {d1[2, 0]:.5f}")
    # energies and potential matrices
    Es = [w @ channel(rt, *inv(q))[0] for q in f]
    _, e_ref, v_ref = mf._numint.nr_uks(mol, mf.grids, name, np.array(D))
    assert abs(sum(Es) / (e_ref * Eh) - 1) < 1e-8
    print(f"{lab} Ex up {Es[0]:.6e}, dn {Es[1]:.6e}, total {sum(Es):.6e} J")
    for s in (0, 1):
        d1 = channel(rt, *inv(f[s]))[1]
        B = np.einsum("xg,xgm->gm", 2 * w * d1[1] * f[s][1], ao[1])
        V = ao[0].T @ ((w * d1[0])[:, None] * ao[0]) + ao[0].T @ B + B.T @ ao[0]
        for dx in ao[1]:
            V += 0.5 * h2m * dx.T @ ((w * d1[2])[:, None] * dx)
        assert np.max(np.abs(V / Eh - v_ref[s])) < 1e-6
        Xr, eps = rng.normal(size=C[s].shape) * 0.1, 1e-4
        Ep = [w @ channel(rt, *inv(fields(ao, C[s] + u * Xr)))[0] for u in (eps, -eps)]
        fd, an = (Ep[0] - Ep[1]) / (2 * eps), np.sum(V * (Xr @ C[s].T + C[s] @ Xr.T))
        assert abs(fd - an) < 1e-6 * Eh
        print(f"{lab} spin {s}: dE/deps FD {fd:.6e} J, Tr(V dD) {an:.6e} J")
    # wrong implementations
    tot = (f[0][0] + f[1][0], f[0][1] + f[1][1], f[0][2] + f[1][2])
    e_tot = 2 * w @ channel(rt, *inv(tot), c=(1, 1, 1))[0]
    print(f"{lab} error, total density in e0: {e_tot - sum(Es):.4e} J")
    for cl, c in (("2*sigma", (2, 2, 2)), ("1*tau", (2, 4, 1))):
        if lab == "PBE" and cl == "1*tau":
            continue
        bad = sum(w @ channel(rt, *inv(q), c=c)[0] for q in f) - sum(Es)
        assert abs(bad) > 1e-2 * Eh
        print(f"{lab} error, {cl}: {bad:.4e} J")

# correlation does not obey the relation
ec = w[ok] @ lib_pol("GGA_C_PBE", *fo)[0]
ec_s = sum(0.5 * w[ok] @ lib_pol("GGA_C_PBE", q, q)[0] for q in fo)
assert abs(ec - ec_s) > 1e-3 * Eh
print(f"PBE Ec true {ec:.5e} J, spin-scaled (invalid) {ec_s:.5e} J")

# ---- hydrogen atom, fully polarized
def h_atom(r):
    n = np.exp(-2 * r / a0) / (np.pi * a0**3)
    return n, -2 * n / a0, 4 * n / a0**2
def v_local(r):
    n, n1, n2 = h_atom(r)
    _, d1, d2 = channel(pbe0, n, n1**2, 0 * n)
    dvs = d2[0, 1] * n1 + d2[1, 1] * 2 * n1 * n2
    return d1[0] - 2 * (d1[1] * (n2 + 2 * n1 / r) + dvs * n1)
r, wr = panels(20 * a0, 40)
wr = wr * 4 * np.pi * r**2
n, n1, _ = h_atom(r)
tw = h2m * n1**2 / (8 * n)
vH = ke * (1 / r - np.exp(-2 * r / a0) * (1 / r + 1 / a0))
ex_h = -0.5 * wr @ (n * vH)
assert abs(ex_h / (-5 / 16 * Eh) - 1) < 1e-10
assert not channel(pbe0, 0 * n, 0 * n, 0 * n)[0].any()  # empty channel gives zero
e_p, e_m = (wr @ channel(rt, n, n1**2, tw)[0] for rt in (pbe0, ms00))
assert abs(e_m / ex_h - 1) < 1e-3  # c of MS0 is fitted to this energy
e_un = 2 * wr @ channel(pbe0, n, n1**2, tw, c=(1, 1, 1))[0]
print(f"H Ex: exact {ex_h:.5e}, PBE {e_p:.5e}, MS0 {e_m:.5e} J")
print(f"H Ex: PBE wrongly unpolarized {e_un:.5e} J")
g = np.exp(-((r / a0 - 1.5) ** 2))
dn, dn1 = n * g, n1 * g - n * g * 2 * (r / a0 - 1.5) / a0
eps = 1e-4
Ep = [wr @ channel(pbe0, n + u * dn, (n1 + u * dn1) ** 2, tw)[0] for u in (eps, -eps)]
fd, an = (Ep[0] - Ep[1]) / (2 * eps), wr @ (v_local(r) * dn)
assert abs(fd / an - 1) < 1e-6
print("H variation: dn = n exp(-(r/a0 - 1.5)^2)")
print(f"H dE/deps FD {fd:.6e} J, int v dn {an:.6e} J")
for rr in (0.5, 1.0, 2.0):
    print(f"H PBE v_x,up(r = {rr} a0) = {v_local(np.array([rr * a0]))[0]:.5e} J")
print("ALL CHECKS PASSED")
```

Printed output:

```
ke = 2.307078e-28 J m, hbar^2/m = 1.220853e-38 J m^2
a0 = 5.291772e-11 m, ke/a0 = 4.359745e-18 J
PBE kappa = 0.804, mu = 0.2195150; MS0 kappa = 0.29, c = 0.28771; B88 beta = 0.0042
gas: n_up = 3.0e+29, n_dn = 1.0e+29 m^-3, int j1^2/x dx = 0.2500000
gas e_x: definition -5.307860e+11, scaled -5.307860e+11 J/m^3
C2H4 triplet: CC 1.34e-10 m, CH 1.09e-10 m, HCH 117.0 deg, 6-31G
basis functions 26, grid points 43904
N_up = 9.0000, int tau_up = 1.76488e-16 J
N_dn = 7.0000, int tau_dn = 1.65187e-16 J
exact Ex = -5.155106e-17 J
exact Ex0[2n_up] = -5.545082e-17 J, Ex0[2n_dn] = -4.765129e-17 J
B88 Ex: native -5.152360e-17 J, scaled -5.152360e-17 J
point: 8.0e-11 m above a carbon, normal to the plane
 up: n 4.55043e+29 m^-3, sigma 2.17901e+80 m^-8, tau 1.15248e+12 J/m^3
 up: doubled arguments give p = 0.29270, alpha = 0.28152
 dn: n 8.67211e+28 m^-3, sigma 1.29216e+79 m^-8, tau 5.99921e+11 J/m^3
 dn: doubled arguments give p = 1.44308, alpha = 3.94039
PBE unpol at doubled up: e0 -1.59217e+12 J/m^3, e0_n -2.09004e-18 J
PBE unpol: e0_sigma -9.49907e-71 J m^5, e0_tau 0.00000
PBE up: e -7.96087e+11 J/m^3, de/dn -2.09004e-18 J
PBE up: de/dsigma -1.89981e-70 J m^5, de/dtau 0.00000
PBE dn: e -1.01132e+11 J/m^3, de/dn -1.14182e-18 J
PBE dn: de/dsigma -1.03960e-69 J m^5, de/dtau 0.00000
PBE Ex up -2.757613e-17, dn -2.362915e-17, total -5.120528e-17 J
PBE spin 0: dE/deps FD 1.100454e-18 J, Tr(V dD) 1.100454e-18 J
PBE spin 1: dE/deps FD -2.119240e-18 J, Tr(V dD) -2.119240e-18 J
PBE error, total density in e0: 2.7875e-19 J
PBE error, 2*sigma: 2.1959e-18 J
MS0 unpol at doubled up: e0 -1.68966e+12 J/m^3, e0_n -2.41267e-18 J
MS0 unpol: e0_sigma -1.83444e-70 J m^5, e0_tau 0.09611
MS0 up: e -8.44832e+11 J/m^3, de/dn -2.41267e-18 J
MS0 up: de/dsigma -3.66888e-70 J m^5, de/dtau 0.09611
MS0 dn: e -8.69608e+10 J/m^3, de/dn -1.10336e-18 J
MS0 dn: de/dsigma -7.51691e-70 J m^5, de/dtau 0.00564
MS0 Ex up -2.790374e-17, dn -2.400941e-17, total -5.191315e-17 J
MS0 spin 0: dE/deps FD -1.985244e-18 J, Tr(V dD) -1.985244e-18 J
MS0 spin 1: dE/deps FD 2.047379e-18 J, Tr(V dD) 2.047379e-18 J
MS0 error, total density in e0: 3.9729e-19 J
MS0 error, 2*sigma: 2.7742e-18 J
MS0 error, 1*tau: 1.5913e-19 J
PBE Ec true -2.12408e-18 J, spin-scaled (invalid) -2.16735e-18 J
H Ex: exact -1.36242e-18, PBE -1.33382e-18, MS0 -1.36238e-18 J
H Ex: PBE wrongly unpolarized -1.10736e-18 J
H variation: dn = n exp(-(r/a0 - 1.5)^2)
H dE/deps FD -1.091413e-18 J, int v dn -1.091413e-18 J
H PBE v_x,up(r = 0.5 a0) = -2.98296e-18 J
H PBE v_x,up(r = 1.0 a0) = -2.04740e-18 J
H PBE v_x,up(r = 2.0 a0) = -9.89908e-19 J
ALL CHECKS PASSED
```
